# Binomial ligand retention and composition disorder in an adsorbed precursor layer, part 2

After the first half-cycle of atomic layer deposition, metal centres still carry some ligands. Building a simulation cell for the second half-cycle requires the variance \(v\) of the ligand number per centre. For the average over \(M\) independent centres to have standard deviation \(\delta\) or less,

\[
M\ge \frac{v}{\delta^2}.
\]

One ligand is lost in anchoring. Each of the \(n\) other positions has \(s_i=1\) if its ligand is retained and \(s_i=0\) if exchanged. Alone, \(k=\sum_is_i\) is the ligand number; in \(kT\), \(k\) is Boltzmann's constant. The retention probability is \(p=1-q\), the retention weight is \(z=p/q\), and the bias towards retention is \(\mu=kT\ln(p/q)\). Independent, equivalent positions give a binomial \(P(k)\) with \(\langle k\rangle=np\) and \(\operatorname{Var}k=npq\).

The running values are \(n=3\), \(p=0.6\), \(T=523\) K and \(kT=0.04507\) eV, so \(npq=0.72\). For \(k=0,1,2,3\), \(P(k)\) is \(0.064\), \(0.288\), \(0.432\) and \(0.216\).

Let each pair of retained ligands on a centre cost energy \(w\), with \(u=w/kT\) and \(\delta_i=s_i-p\). Adjusting the bias to hold the mean at \(np\) absorbs the linear terms. The independent distribution, whose averages carry a subscript zero, is then multiplied by \(e^{-uB}\), with \(B=\sum_{i<j}\delta_i\delta_j\). To first order, any quantity \(A\) has

\[
\langle A\rangle=\frac{\langle A(1-uB)\rangle_0}{\langle1-uB\rangle_0}
\simeq\langle A\rangle_0-u\langle AB\rangle_0 ,
\]

which gives

\[
\operatorname{Var}k\simeq npq\left[1-(n-1)\frac{w}{kT}\,pq\right].
\]

Three other cases are used below.

- If all positions of a centre share a probability that varies between centres with mean \(\bar p=1-\bar q\) and variance \(\sigma_p^2\),

\[
\operatorname{Var}k=n(\bar p\bar q-\sigma_p^2)+n^2\sigma_p^2
=n\bar p\bar q+n(n-1)\sigma_p^2 ,
\]

where the first term of the middle expression is the thermal part.

- If exchange starts from full retention and stops at time \(t\), with relaxation time \(\tau\), then \(r(t)=p+q\,e^{-t/\tau}\) replaces \(p\) in the binomial law.

- If exactly \(R\) of a layer's \(N\) positions are retained, with \(p=R/N\),

\[
\operatorname{Var}k=npq\,\frac{N-n}{N-1}.
\]

### Repulsion between centres

Ligands on neighbouring centres may also repel. Let the energy between two centres be \(w'k_1k_2\), which charges \(w'\) for every pair with one ligand on each. With \(k_i=np+\Delta_i\), the terms linear in \(\Delta_i\) are again absorbed in the bias. The expansion above, with \(B\) replaced by \(\Delta_1\Delta_2\), gives

\[
\operatorname{Cov}(k_1,k_2)\simeq-\frac{w'}{kT}(npq)^2 .
\]

For \(w'=0.01\) eV this is \(-0.222\times0.518=-0.115\), against \(-0.116\) from the full sum.

The full sum also shows that the variance of each centre in the pair rises slightly, from \(0.720\) to \(0.732\), although the interaction is repulsive. The cause appears at second order. Averaging \(e^{-u'\Delta_1\Delta_2}\) over \(\Delta_2\), with \(u'=w'/kT\), multiplies the weight of centre 1 by about \(1+\tfrac12u'^2npq\,\Delta_1^2\), which favours large deviations of either sign: a partner that can adapt makes them cheaper. The resulting rise in variance is approximately

\[
\tfrac12u'^2npq\left(\langle\Delta^4\rangle_0-\langle\Delta^2\rangle_0^2\right).
\]

The distribution listed in part one gives \(\langle\Delta^4\rangle_0=1.238\), so the estimate is \(\tfrac12(0.0492)(0.72)(0.720)=0.013\), close to the rise found. It leaves out the small readjustment of the mean.

This case shows what the variance of a single centre cannot say. Negative covariance means that a ligand-rich centre tends to have ligand-poor neighbours. The sum over a region is then steadier than independent centres would make it, while the single-centre variance in this isolated pair hardly changes. In a layer, centres with different numbers of neighbours also acquire different means, which adds to the pooled single-centre variance. Spatial order has to be described by covariances or by the variance of a patch.

### A random number of centres

Let a patch of surface contain \(M\) centres and \(K=\sum_{c=1}^{M}k_c\) retained ligands. Random adsorption makes \(M\) vary from patch to patch. Assume that retention is independent between centres and does not depend on how they are placed. At given \(M\), the mean of \(K\) is \(Mnp\) and its variance is \(Mnpq\), so

\[
\langle K^2\rangle_M=Mnpq+M^2n^2p^2 .
\]

Averaging over \(M\) and subtracting \(\langle K\rangle^2=n^2p^2\langle M\rangle^2\) gives

\[
\operatorname{Var}K=npq\,\langle M\rangle+(np)^2\operatorname{Var}M .
\]

The first term is composition disorder. The second is packing disorder, which the binomial formula for a centre does not contain. With a fixed number of centres the second vanishes. With full retention, \(p=1\), the first vanishes and \(\operatorname{Var}K=n^2\operatorname{Var}M\).

For the packing, take a square lattice of adsorption sites. Sites are tried in random order, and a molecule sticks if the four nearest sites are empty; the process ends when no site can accept another molecule. In this random sequential adsorption the molecules do not move after landing. Simulated layers fill a fraction \(0.364\) of the sites.

Patches of \(5\times5\) sites contain \(9.11\) centres on average, with \(\operatorname{Var}M=1.45\). Scattering the same number of centres over the lattice without exclusion gives \(25\times0.364\times0.636\approx5.8\); the sampled value in the output, \(5.72\), lies about 1 % lower, within its sampling error, and the last digit of the other simulated figures is likewise uncertain. Exclusion thus makes the packing much more even at equal density. The two parts of the ligand variance are

\[
0.72\times9.11=6.56,\qquad 1.8^2\times1.446=4.69 ,
\]

with sum \(11.2\). Drawing the retained ligands at random on the same layers gives \(11.2\) over 27,000 patches. Without exclusion the formula would give about \(25\). For patches of this size in the excluded layer, composition disorder is the larger part, about 58 %.

The assumption that retention ignores placement fails if protons cannot travel. Suppose, as an opposite limit, that every patch uses the same number \(H\) of hydroxyl groups, one for each ligand lost. Each centre arrived with \(n+1\) ligands, so \(K=(n+1)M-H\) and

\[
\operatorname{Var}K=(n+1)^2\operatorname{Var}M=16\times1.446=23.1 .
\]

This is about twice the value for independent retention at the same packing. A patch with few centres then loses more ligands from each, and the two kinds of disorder no longer separate.

### A hafnium amide layer

The numbers have been chosen in the regime of tetrakis(dimethylamido)hafnium on a hydroxylated oxide at 523 K. The molecule has four ligands; one is lost in anchoring and \(n=3\) remain. The retention probability \(p=0.6\) is a round assumption and corresponds to \(\mu=0.04507\ln1.5=0.018\) eV. The site spacing is taken as \(0.40\) nm, so a \(5\times5\) patch measures 2.0 nm by 2.0 nm.

The centre density is \(0.3644/0.40^2=2.28\) per nm², and the density of retained ligands is \(1.8\times2.28=4.1\) per nm². Each centre has lost \(1+3\times0.4=2.2\) ligands. At one hydroxyl group per lost ligand this consumes \(5.0\) groups per nm², fewer than the \(6.25\) sites per nm². On average, the assumed retention is therefore compatible with one hydroxyl group per site, although individual centres may lack a free group within reach. The margin is small: independent retention would make about 7 % of the \(5\times5\) patches lose more ligands than their 25 sites can supply, so the lower tail of \(K\) holds only if protons arrive from outside the patch. The demand also exceeds the roughly 4.6 groups per nm² of fully hydroxylated silica, on which fewer centres or more retained ligands are to be expected.

If the next half-cycle converts every centre to HfO₂ with a film density of 9.5 g/cm³, the film has 27.2 hafnium atoms per nm³. The growth per cycle is then \(2.28/27.2=0.084\) nm.

### How far the ideal value moves

Each effect below is taken alone, with the mean held at \(1.8\) except where stated. The energies are illustrative scales and not computed properties of the molecule, and the changes should not be added.

- **Repulsion on a centre**, \(0.03\) eV per pair, lowers the variance from \(0.72\) to \(0.53\).
- **Site-to-site spread.** A Gaussian spread of \(\mu\) between centres with standard deviation \(0.03\) eV gives \(\sigma_p=0.146\). The pooled variance is \(0.72+6\times0.146^2=0.85\), of which \(0.66\) is thermal.
- **Counting of the anchoring ligand.** One may instead treat all four ligands as equivalent and require that at least one be exchanged. The weights become \(\binom4kz^k\) with \(k\le3\), and the variance is \(0.80\). Relative to \(\binom3k\), the new factors are \(1,\tfrac43,2,4\). Their successive ratios increase, so at equal mean they favour both ends of the distribution.
- **Early stopping** after one relaxation time gives \(0.57\), here with the mean raised to \(2.24\).
- **Repulsion between centres.** A centre has on average \(2.55\) occupied diagonal neighbours, \(0.57\) nm away. With \(w'=0.01\) eV, the composition part of a large patch changes by roughly \(2.55\times(-0.116)/0.72=-41\) %. This uses the covariance of an isolated pair and ignores correlations passed on through third centres, which partly offset the reduction. It therefore overstates the effect and gives only its rough size. Retention now also depends on placement: centres in crowded patches have more neighbours and keep fewer ligands, so the packing part shrinks as well and the two parts no longer separate cleanly.

The last item suggests that a weak interaction between centres can matter about as much for a patch as a stronger one within a centre, because each centre has several neighbours and every ligand meets all those next door.

Space itself sets a further limit. If each ligand covers a disc 0.45 nm across, the mean covered fraction is \(0.65\). Close-packed discs cover \(0.907\), which corresponds to \(22.8\) ligands in the patch. The ideal model puts 3.8 % of patches above that number. Real ligands can tilt and overhang the patch edge, so the limit is not sharp, but the upper tail of the distribution should not be trusted.

### Beside the real process

Growth per cycle for this precursor with water is roughly 0.1 nm near this temperature, so the model's 0.084 nm is in the usual range. Hydroxyl density varies with the oxide and its pretreatment, and the retained fraction varies with it; \(p=0.6\) is an assumption and not a measured value. Two assumptions are strained in a real layer. Independence is doubtful because the ligands cover much of the surface. Equilibrium with the gas is doubtful because the amine released by exchange is swept away, and a lost ligand is then hard to regain. For the energies assumed here, the single-effect estimates at fixed mean put the variance of a single centre between about \(0.5\) and \(0.85\). Repulsion between centres acts through covariances instead, and can bring the composition variance of a large patch, per centre, to the lower end of this range or slightly below it.

Annealing is a separate question. If a redistribution step has rate \((kT/h)e^{-G/kT}\), with \(h\) Planck's constant, its characteristic time is one second when

\[
G=kT\ln\left(\frac{kT\times1\ \text{s}}{h}\right)=1.35\ \text{eV}.
\]

Steps with a lower activation free energy can occur during an exposure of seconds, although evening out the composition over many centres takes many such steps and correspondingly longer. Those with a much higher one leave the composition set by the history of the pulse.

### The cell size

For a mean ligand number per centre known to \(\delta=0.1\), the ideal variance calls for \(0.72/0.1^2=72\) independent centres. The value with repulsion on a centre calls for 53, and the value with site-to-site spread for 85. A single cell of nine centres, about the content of the 2 nm patch, has a standard error of \(\sqrt{0.72/9}=0.28\) ligand, or 16 % of the mean.

One small cell is therefore a sample of the layer and not a representation of it. Eight cells of nine centres, with ligand numbers drawn independently from \(P(k)\), reach the chosen accuracy under the ideal law. Fixing the same ligand total in every cell would remove the scatter of the mean by construction, and with it the composition disorder on the scale of the cell. The numerical output below gives the values used here to further digits.

## Table of computed values

```
Positions after anchoring n = 3; retention p = 0.60
Temperature = 523 K; kT = 0.04507 eV
Retention weight z = 1.500; bias mu = 0.0183 eV
P(k=0..3) = 0.064 0.288 0.432 0.216
Mean k = 1.800; ideal variance = 0.7200 ligands^2
Standard deviation of k = 0.8485 ligands
Standard deviation of k/n = 0.2828
Response d<k>/dmu = 15.98 ligands/eV
Fixed total, N = 12, R = 7: variance = 0.5966
  binomial value there = 0.7292; factor = 0.8182
Fixed p_j = 0.3, 0.6, 0.9: variance = 0.5400
-- Layer --
Site spacing = 0.40 nm; jammed coverage = 0.3644
Centre density = 2.278 per nm^2
Retained-ligand density = 4.100 per nm^2
Hydroxyls consumed = 5.011 per nm^2
Hydroxyl sites available = 6.250 per nm^2
Film density = 9.5 g/cm3; growth per cycle = 0.0838 nm
-- Patch 2.0 nm x 2.0 nm --
Number of simulated patches = 27000
Mean M = 9.110; variance of M = 1.446
Variance of M, unrestricted placement = 5.718
Mean K = 16.40 ligands
Composition part of Var K = 6.56
Packing part of Var K = 4.69
Var K: formula = 11.24; simulated = 11.19
Var K, unrestricted placement, formula = 25.08
-- Neglected effects, each alone --
Same-centre repulsion = 0.030 eV: variance = 0.5287
  first-order estimate = 0.4900; exact change = -26.6 %
Next-centre repulsion = 0.010 eV: pair covariance = -0.1156
  variance of k in that pair = 0.7322
  diagonal neighbours per centre = 2.554
  rough change of composition part = -41.0 %
Site energy spread = 0.030 eV: std of p = 0.1463
  pooled variance = 0.8484; thermal = 0.6558
Anchoring counted by truncation: variance = 0.7990
Stopped after one relaxation time: r = 0.7472; variance = 0.5667
Activation free energy for a 1 s exchange time = 1.353 eV
Ligand disc diameter = 0.45 nm; mean area fraction = 0.652
Close-packing limit of K = 22.81; patches above it = 3.79 %
```
